Does MC-PDFT become exact as the active space reaches full CI?

**The argument under review**

The manuscript computes energies by multiconfiguration pair-density functional theory (MC-PDFT) and defends their accuracy as follows. "A larger active space gives a better wave function. At full configuration interaction (CI) the wave function is exact within the orbital basis, so the density and the on-top pair density are exact too. The functional then has nothing left to correct, and the MC-PDFT energy must approach the exact energy. Since the wave function is variational, the approach is from above."

The first two sentences are sound for nested active spaces that end in the full orbital space. The last two need examination. What does the functional contribute when its input is exact, and does the variational property of the wave function pass to the MC-PDFT energy? Two-electron singlets suffice to decide both questions, because every quantity involved can be computed for them.

**What is evaluated**

I use Hartree atomic units, fixed nuclei and the nonrelativistic Hamiltonian. Energies without a unit are in hartree. Let ψ(r₁,r₂) be the real, symmetric, normalized spatial wave function of a two-electron singlet. Its density and on-top pair density are

ρ(r) = 2 ∫ ψ(r,r₂)² d³r₂,
Π(r) = ψ(r,r)².

Π is the density of finding a spin-up and a spin-down electron both at r. With T the kinetic energy of the wave function, V_ne the nuclear attraction, V_nn the nuclear repulsion and J the classical repulsion of ρ with itself, the MC-PDFT energy is

E_PDFT = V_nn + T + V_ne + J + E_ot[ρ,Π].

The expectation value of the Hamiltonian in the same state is

⟨H⟩ = V_nn + T + V_ne + ⟨V_ee⟩.

Subtracting the second line from the first removes V_nn, T and V_ne, which are identical in both:

Δ ≡ E_PDFT − ⟨H⟩ = E_ot[ρ,Π] − W,
W ≡ ⟨V_ee⟩ − J.

W is the nonclassical part of the electron repulsion. At full CI in a complete basis ⟨H⟩ is the exact energy, so Δ is then the whole error of MC-PDFT. Exact input does not make it vanish. The functional still has to supply all of W, since E_PDFT never uses the computed value of ⟨V_ee⟩. The phrase "nothing left to correct" treats E_ot as a correction to ⟨H⟩, whereas it replaces a part of ⟨H⟩.

The claimed limit therefore holds exactly when E_ot equals W for the exact ground state. In a particular system this equality may arise by accident, but it does not follow from the quality of the wave function.

**What the functional ought to return**

Translated functionals take their form from Kohn–Sham theory, whose exchange-correlation energy is not W. The Kohn–Sham energy contains the kinetic energy T_s of a noninteracting system with the same density, so for the exact ground state

V_nn + T_s + V_ne + J + E_xc = V_nn + T + V_ne + ⟨V_ee⟩.

Solving for E_xc gives

E_xc = (⟨V_ee⟩ − J) + (T − T_s) = W + T_c.

For two electrons in a singlet, the noninteracting state doubly occupies the orbital φ = √(ρ/2). Its gradient is ∇φ = ∇ρ/(2√(2ρ)), and hence

T_s = 2 · ½ ∫ |∇φ|² d³r = ∫ |∇ρ|²/(8ρ) d³r.

The sign of T_c follows from the Cauchy–Schwarz inequality. Differentiating the density gives ∇ρ = 4 ∫ ψ ∇₁ψ d³r₂, so

|∇ρ|² ≤ 16 (∫ ψ² d³r₂)(∫ |∇₁ψ|² d³r₂) = 8ρ ∫ |∇₁ψ|² d³r₂,

where the last step uses ∫ ψ² d³r₂ = ρ/2. Dividing by 8ρ and integrating over r₁ gives T_s on the left. On the right stands T, because the two electrons contribute equally and T = 2 · ½ ∫∫ |∇₁ψ|². Thus T_c ≥ 0.

Suppose that the exact Kohn–Sham E_xc[ρ] were used as E_ot with the exact wave function. The error would be

Δ = E_xc − W = T_c.

The kinetic part of correlation would be counted twice, once in T and once in the functional. A perfect Kohn–Sham functional is thus not a perfect on-top functional at the full CI end.

At the other end, consider a single determinant that has the exact density. Its kinetic energy is T_s, so it needs E_ot = W + T_c to reach the exact energy. The correlated state with the same density needs E_ot = W. Within the arguments ρ and Π, only Π can tell the two cases apart. The ideal response to the change of Π from its determinant value to its correlated value, at fixed ρ, is therefore

E_ot[ρ,Π] − E_ot[ρ,ρ²/4] = −T_c.

This is a quantitative standard for the translation only when the functional is also exact on the determinant, that is, when the parent Kohn–Sham functional has no error at ζ = 0. With an approximate parent, the shift that makes the correlated energy exact is −T_c minus the parent error.

**The translation**

For a determinant with spin densities ρ↑ = ρ(1+ζ)/2 and ρ↓ = ρ(1−ζ)/2, the on-top pair density is the product

Π = ρ↑ρ↓ = ρ²(1−ζ²)/4.

With R = 4Π/ρ² this reads ζ = √(1−R). The translation applies the same relation to a correlated wave function when R < 1, and sets ζ = 0 otherwise. The gradients of the effective spin densities are taken as (1±ζ)∇ρ/2, without a term in ∇ζ. These quantities enter an ordinary spin-density functional. Below, tLSDA denotes translated Slater exchange with Perdew–Wang correlation, and tPBE denotes the translated PBE functional.

In a singlet the true spin densities are equal. The ζ used here encodes a reduced probability of coincidence, not a real spin polarization, and nothing in its construction enforces the response −T_c.

**Enlarging the active space in helium**

For helium in the cc-pVQZ basis I took the natural orbitals of the full CI state in order of occupation and performed a CI in the first n of them. The orbitals were not reoptimized for each n. The spaces are nested and end with all 30 orbitals. The total error relative to full CI in this basis splits as

E_PDFT(n) − E_FCI = [E_CI(n) − E_FCI] + Δ(n).

The first bracket is what the truncated CI lacks, and Δ(n) is what the functional changes. For n = 1 with tPBE,

E_CI − E_FCI = −2.8615 + 2.9024 = +0.0409,
Δ = −2.8916 + 2.8615 = −0.0301,
total = +0.0108.

The same arithmetic for every space gives, for tPBE:

n = 1: +0.0409 − 0.0301 = +0.0108
n = 2: +0.0248 − 0.0182 = +0.0066
n = 5: +0.0052 − 0.0082 = −0.0030
n = 14: +0.0011 − 0.0145 = −0.0134
n = 30: 0 − 0.0192 = −0.0192

At n = 1 a negative Δ is welcome, since the determinant lacks correlation, and the net lowering equals about three quarters of the missing energy. It is a net figure because W is here the exact exchange energy of the determinant, so Δ contains the functional's exchange error as well as its correlation energy. At n = 30 no correlation available in this basis is missing, and the whole of Δ is error. Of the spaces listed, n = 5 gives the smallest error because two larger contributions of opposite sign partly cancel. A study that stopped there would see the error shrink in magnitude with each enlargement, while the next two spaces move away from the full CI energy.

With tLSDA the total error falls from +0.0701 at n = 1 to +0.0442 at n = 30. That trend is monotonic over the computed spaces, but its end point is not zero. A steadily improving sequence does not reveal its limit.

**Why no bound survives**

The Rayleigh–Ritz principle states that ⟨H⟩ in any normalized trial state is at least the lowest eigenvalue. In nested spaces the minimum of ⟨H⟩ cannot rise, because each space contains the previous minimizer. Both statements concern ⟨H⟩. The MC-PDFT energy is ⟨H⟩ + Δ, and Δ has no fixed sign.

The cc-pVQZ result is already a counterexample to the bound claimed in the manuscript. Full CI gives −2.9024 as the lowest singlet eigenvalue of the Hamiltonian projected onto this orbital space. The tPBE energy from that eigenstate is −2.9216. No normalized singlet in the space has such a low expectation value, so E_PDFT cannot be the expectation value of this Hamiltonian in any of them.

There is a second consequence. Let the exact ground state be changed by a small amount of order ε. Because ⟨H⟩ is stationary there, its change is of order ε². The quantities T, ρ and Π generally change at order ε, and the cancellation of first-order terms in ⟨H⟩ relies on the true ⟨V_ee⟩. Once J + E_ot takes its place, a first-order change generally remains. The MC-PDFT energy can therefore converge more slowly than the CI energy that accompanies it.

**Removing the orbital-basis objection**

One may object that cc-pVQZ is incomplete and that the remaining error belongs to the basis. Full CI in larger bases answers part of this. From cc-pVTZ through cc-pVQZ to cc-pV5Z, the tPBE error relative to full CI in the same basis is −0.0146, −0.0192 and −0.0225. It grows in magnitude.

A more direct answer uses a Hylleraas expansion, which contains the interelectronic distance explicitly and needs no Gaussian orbitals. With 34 terms its energy is −2.903716, and raising the polynomial degree from 4 to 5 lowered it by 0.000015. This energy is an upper bound to the exact nonrelativistic, fixed-nucleus energy, not the exact value itself. The observed convergence indicates a remaining error far below the differences discussed here, although it is not a rigorous lower bound.

From this wave function,

T = 2.9037, V_ne = −6.7532, J = 2.0491,
T + V_ne + J = −1.8004.

The nonclassical repulsion is W = −1.1033, and adding it returns −2.9037. The functionals return other values:

tPBE: −1.8004 − 1.1407 = −2.9411
tLSDA: −1.8004 − 1.0756 = −2.8760

Relative to the Hylleraas energy, the tPBE error is −0.0374 (−1.02 eV) and the tLSDA error is +0.0277 (+0.75 eV). Because E_PDFT can respond at first order to a change in the wave function, these errors are less well converged than the Hylleraas energy, and their last digit should not be read as the exact limit. Extending the expansion to polynomial degree 14 (372 terms) moves them to −0.0377 and +0.0274, a shift of 0.0003, and lowers the integral of Π quoted below from 0.1071 to 0.1064 bohr⁻³. Errors of this size remain. Their opposite signs also show that MC-PDFT as a class offers neither an upper nor a lower bound.

The Gaussian sequence is still some way from this limit. Between cc-pV5Z full CI and the Hylleraas state, ⟨H⟩ falls by 0.0006 while the tPBE energy falls by 0.0154, as the stationarity argument allows. The integral of Π is 0.1206 bohr⁻³ in cc-pV5Z and 0.1071 bohr⁻³ in the Hylleraas state, so the former is about 13% too large relative to the latter. By contrast, T_c differs by only 0.0002. The slow convergence of Π, which is sensitive to the cusp of ψ where the electrons meet, accounts for the lag: keeping the cc-pV5Z density and replacing only Π by the Hylleraas one lowers E_ot by 0.0155, essentially the whole difference.

**Where the helium error comes from**

Let E_xc^PBE[ρ] be the untranslated PBE energy at ζ = 0. Adding and subtracting it and the Kohn–Sham value E_xc = W + T_c gives

Δ = E_ot − W
= T_c + (E_xc^PBE − E_xc) + (E_ot − E_xc^PBE).

The Hylleraas density gives T_s = 2.8670, hence T_c = 2.90366 − 2.86703 = 0.0366. The Kohn–Sham target is E_xc = −1.1033 + 0.0366 = −1.0667, and PBE gives −1.0549 on the same density. The three terms are

kinetic double counting: +0.0366
error of the parent functional: +0.0117
shift due to translation: −0.0857
sum: −0.0374

The standard derived above asks for a translation shift of −T_c = −0.0366, which would cancel the double counting. The actual shift has the right sign but is 2.3 times as large as required. It overshoots by 0.0491, and the positive parent error offsets only 0.0117 of that. At polynomial degree 14 the shift is −0.0861 and the overshoot 0.0494, while T_c and the parent error keep the digits shown.

The size of the shift reflects how far Π lies below its determinant value. The ratio of ∫ Π d³r to ∫ ρ²/4 d³r is 0.56. If R had this value everywhere, ζ would be √0.44 ≈ 0.66, a large effective polarization for an atom whose true spin polarization is zero. This uniform value is an illustration; the calculation uses R(r) at each point.

**A case in which two active orbitals are already exact**

Helium has an electron-electron cusp, which makes the full CI limit slow to reach. Two hydrogen atoms at infinite separation, the dissociation limit of H₂, avoid this difficulty. Let a and b be the exact 1s orbitals of the two atoms, with vanishing overlap. The singlet ground state is

ψ = [a(r₁)b(r₂) + b(r₁)a(r₂)]/√2.

With g = (a+b)/√2 and u = (a−b)/√2, multiplying out gives

g(r₁)g(r₂) − u(r₁)u(r₂) = a(r₁)b(r₂) + b(r₁)a(r₂),

so ψ is a combination of the two configurations g² and u². An active space of two electrons in these two orbitals is exact, and enlarging it changes nothing.

Here ρ = a² + b² and Π = 2a²b², which tends to zero around each atom. Thus R → 0 and ζ → 1. At large distance D the true repulsion is 1/D. The classical repulsion is 1/D plus the self-repulsion J_H of each atomic density, so

W = 1/D − (1/D + 2J_H) = −2J_H,
Δ = 2(J_H + E_ot^H).

E_ot^H is the functional evaluated on one fully polarized atom. For ρ_H = e^(−2r)/π the electrostatic potential is

v(r) = 1/r − e^(−2r)(1 + 1/r),

and the self-repulsion follows from elementary integrals:

J_H = ½ ∫ ρ_H v d³r
= 2 ∫₀^∞ [r e^(−2r) − r² e^(−4r) − r e^(−4r)] dr
= 2(1/4 − 1/32 − 1/16) = 5/16.

A correct functional would return −5/16 and cancel it. For Slater exchange, full polarization multiplies the unpolarized expression by 2^(1/3):

E_x^H = −(3/4)(3/π)^(1/3) 2^(1/3) ∫ ρ_H^(4/3) d³r.

The remaining integral is

∫ ρ_H^(4/3) d³r = 4π · π^(−4/3) ∫₀^∞ r² e^(−8r/3) dr
= 4π^(−1/3) · 2(3/8)³ = (27/64) π^(−1/3).

Therefore

E_x^H = −(81/256)(6/π²)^(1/3) = −0.2680.

The correlation part of tLSDA adds −0.0222, although one electron has no correlation energy. Per atom the error is 0.3125 − 0.2680 − 0.0222 = 0.0223, and for the separated molecule it is +0.0446. This is a one-electron self-interaction error, present with an exact wave function and an exact total energy of −1.

For tPBE the same limit gives 2(0.3125 − 0.3119) = +0.0012. Small as it is, its sign matters: with essentially exact input, tPBE lies above the exact energy here and below it in helium. The lack of a one-sided bound is thus not merely a difference between functionals. This limit also shows the condition attached to the standard −T_c. Here T_c = 0, so an exact parent would need no shift, yet the tPBE translation shift is −0.0860. It cancels nearly all of the parent error of +0.0872 at ζ = 0, and this cancellation makes tPBE accurate in this case.

Full CI for H₂ in cc-pVTZ at 10 bohr gives errors of +0.0446 for tLSDA and +0.0012 for tPBE, in agreement with the separated-atom result. At 1.4 bohr they are +0.0184 and −0.0163. These two values are not converged in the basis: cc-pVQZ gives +0.0160 and −0.0191, and cc-pV5Z gives +0.0142 and −0.0211. The tPBE error changes sign between these two distances, so it does not cancel as a constant shift in the energy difference between them.

**What the manuscript may claim**

Two limits and the choice of functional must be kept apart. Enlarging the active space to the full orbital space makes the CI state exact in the chosen basis. Completing the basis makes ρ, Π and T exact. Neither changes the rule by which E_ot is computed from ρ and Π. The MC-PDFT energy becomes exact in the combined limit if that rule also returns W.

I therefore ask that the claim of convergence to the exact energy from above be withdrawn. Stability with respect to the active space may be reported as stability of the input, with the limiting functional error assessed separately. For small systems the assessment is direct: compute ⟨H⟩ and E_PDFT from the same full CI state and follow their difference as the orbital basis grows. One basis is not enough: for tPBE in helium the difference is −0.0225 in cc-pV5Z but −0.0374 for the Hylleraas state. For larger systems a comparison with an independent correlated method is needed, because neither a plateau in E_PDFT nor a lower value of it shows that the energy is better.

The complete numerical output follows.

Values computed for the example and the checks

```
All energies in hartree unless another unit is shown
He cc-pVQZ, active spaces of natural orbitals; errors against FCI
n= 1 E_CI=-2.861490 E_tPBE=-2.891589 error=+0.010822 E_tLSDA=-2.832328 error=+0.070083
n= 2 E_CI=-2.877601 E_tPBE=-2.895765 error=+0.006646 E_tLSDA=-2.835053 error=+0.067358
n= 5 E_CI=-2.897179 E_tPBE=-2.905362 error=-0.002951 E_tLSDA=-2.843225 error=+0.059186
n=14 E_CI=-2.901321 E_tPBE=-2.915805 error=-0.013394 E_tLSDA=-2.852718 error=+0.049692
n=30 E_CI=-2.902411 E_tPBE=-2.921610 error=-0.019199 E_tLSDA=-2.858234 error=+0.044177
He full CI by basis; contact = integral of Pi in bohr^-3
cc-pVTZ E_FCI=-2.900232 E_tPBE=-2.914853 E_tLSDA=-2.852022 contact=0.13201 T_c=0.03511
cc-pVQZ E_FCI=-2.902411 E_tPBE=-2.921610 E_tLSDA=-2.858234 contact=0.12465 T_c=0.03614
cc-pV5Z E_FCI=-2.903152 E_tPBE=-2.925657 E_tLSDA=-2.861951 contact=0.12056 T_c=0.03646
He Hylleraas reference
number of terms, dimensionless: 34
energy at polynomial degree 4: -2.9037011
energy at polynomial degree 5: -2.9037162
kinetic energy T: 2.903656
nuclear attraction V_ne: -6.753193
classical repulsion J: 2.049117
nonclassical repulsion <V_ee>-J: -1.103297
Kohn-Sham kinetic energy T_s: 2.867030
kinetic correlation T_c: 0.036627
Kohn-Sham E_xc from reference: -1.066670
PBE E_xc on reference density: -1.054931
integral of Pi: 0.107053 bohr^-3
integral Pi / integral rho^2/4, dimensionless: 0.5603
tLSDA: E_ot=-1.075605 E_PDFT=-2.876025 error=+0.027692
tLSDA reference-limit error: +0.754 eV
tPBE: E_ot=-1.140670 E_PDFT=-2.941090 error=-0.037374
tPBE reference-limit error: -1.017 eV
tPBE error split for He
kinetic double counting: +0.036627
PBE parent-functional error: +0.011739
translation shift: -0.085739
H2 full CI, cc-pVTZ
distance=1.4 bohr E_FCI=-1.172335 tPBE error=-0.016322 tLSDA error=+0.018382
distance=10.0 bohr E_FCI=-0.999623 tPBE error=+0.001236 tLSDA error=+0.044595
H atom: J=0.312500 Slater exchange=-0.268037
H atom tLSDA E_ot=-0.290221; separated H2 error=+0.044557
H atom tPBE E_ot=-0.311917; separated H2 error=+0.001167
```
